\section*{Mouth-to-Bottom Coverage Difference During an Irreversible Langmuir Dose}

\section{Result}

A precursor enters a straight hole from its open end, diffuses inward and reacts irreversibly with the wall. The mouth fills ahead of the bottom. Let $\Delta$ be the coverage at the mouth minus the coverage at the bottom, and let $M$ be the Thiele modulus defined below. In the diffusion model with Langmuir kinetics,
\begin{equation}
\Delta<\frac{M^2}{8}\quad\text{for every }M>0,\qquad
\Delta_{\max}=\frac{M^2}{8}\left(1-\frac{M^2}{12}+\dots\right)\quad\text{for small }M.
\label{result}
\end{equation}
Thus $M^2/8$ is a ceiling at any $M$ and the value of the maximum to leading order. The maximum occurs when the mouth coverage is $1/2+M^2/12$ and the bottom coverage is $1/2-M^2/24$, up to terms of order $M^4$. A dose that ends earlier does not reach it.

\section{Model and conventions}

The hole has depth $L$, wall area per volume $S/V$ and a closed end that does not react. Depth $z$ runs from just inside the mouth, $z=0$, to the bottom, $z=L$. The gas density $n$ is uniform across the hole. The coverage $\theta$ is the filled fraction of the sites, whose density is $s_0$; the free fraction is $\varphi=1-\theta$. The wall is bare at the start.

Molecules of mean speed $v$ strike unit wall area at the rate $vn/4$. A fraction $\beta\varphi$ of them reacts, each filling one site, and none desorbs. If the gas held in the hole is negligible compared with the gas consumed, diffusion balances reaction at each instant:
\begin{equation}
D\frac{\partial^2 n}{\partial z^2}=\frac{S}{V}\frac{\beta v}{4}\varphi n,\qquad
s_0\frac{\partial\theta}{\partial t}=\frac{\beta v}{4}\varphi n .
\end{equation}
Choose a reference density $n_0$ and set
\begin{equation}
x=\frac zL,\quad u=\frac n{n_0},\quad \tau=\frac{\beta vn_0}{4s_0}t,\quad
M^2=\frac{L^2(S/V)\beta v}{4D}.
\end{equation}
Multiplying the first balance by $L^2/(Dn_0)$ and dividing the second by $\beta vn_0/4$ gives
\begin{equation}
u''=M^2\varphi u,\qquad \frac{\partial\theta}{\partial\tau}=\varphi u,\qquad u'(1)=0,
\label{balances}
\end{equation}
where a prime means $\partial/\partial x$. The last condition says that no gas flows into the inert end. The mouth density $u(0,\tau)=u_0(\tau)$ is prescribed and may vary in time. $M^2$ compares the reaction rate of the whole bare wall with the rate at which diffusion can supply the hole.

For a cylinder of diameter $d$, $S/V=4/d$. When molecules collide with the wall far more often than with each other, the diffusivity of a long tube is the Knudsen value $D=dv/3$. Then
\begin{equation}
M^2=L^2\,\frac4d\,\frac{\beta v}{4}\,\frac{3}{dv}=3\beta\left(\frac Ld\right)^2 .
\label{cylinder}
\end{equation}

\section{First derivation: integrate over the dose}

\subsection{The exposure equation}

Define the exposure $I(x,\tau)=\int_0^\tau u\,d\tau'$. The site balance reads $\partial\varphi/\partial\tau=-\varphi u$, and $\varphi=1$ at the start, so
\begin{equation}
\varphi=e^{-I},\qquad \theta=1-e^{-I}.
\end{equation}
In \eqref{balances} the gas loss $\varphi u$ is also $\partial\theta/\partial\tau$. Integrating $u''=M^2\,\partial\theta/\partial\tau$ over time from the bare wall therefore gives
\begin{equation}
I''=M^2\theta=M^2\left(1-e^{-I}\right),\qquad I'(1)=0 .
\label{exposure}
\end{equation}
Time has disappeared. The mouth exposure $I_0=I(0,\tau)$ fixes the whole profile, because the solution is unique: if $w$ is the difference of two solutions with the same $I_0$, then $w''$ has the sign of $w$. Integrating $ww''$ by parts, with $w(0)=w'(1)=0$, gives $-\int_0^1 w'^2dx=\int_0^1 ww''dx\ge0$, hence $w=0$. The shape of the pressure pulse sets when a given profile appears, but not the profile.

\subsection{The ceiling}

Let $y=1-x$ be measured from the bottom. Second derivatives are unchanged, and $I_y=0$ at $y=0$. Differentiating $\theta=1-e^{-I}$ twice,
\begin{equation}
\theta_y=\varphi I_y,\qquad
\theta_{yy}=\varphi\left(I_{yy}-I_y^2\right)=M^2\varphi\theta-\varphi I_y^2 .
\end{equation}
The last term is not positive, and $\varphi\theta=\tfrac14-(\theta-\tfrac12)^2\le\tfrac14$. Hence $\theta_{yy}\le M^2/4$. Since $\theta_y=0$ at the bottom, one integration gives $\theta_y\le M^2y/4$, and a second, from $y=0$ to $1$, gives
\begin{equation}
\Delta=\int_0^1\theta_y\,dy\le\frac{M^2}{4}\int_0^1y\,dy=\frac{M^2}{8}.
\end{equation}
Equality would need $I_y=0$ at all depths. Once the dose has begun, $I_{yy}=M^2\theta>0$ rules this out, so the inequality is strict. No expansion in $M$ was used.

\subsection{Small $M$: how closely the ceiling is approached}

Write $p=e^{-I_0}$ for the free fraction at the mouth and $a=1-p$ for the coverage there. At zeroth order $I=I_0$ everywhere. The right side of \eqref{exposure} is then $M^2a$, and the first correction is $-M^2a\,g(x)$ with
\begin{equation}
g''=-1,\quad g(0)=0,\quad g'(1)=0\quad\Longrightarrow\quad g=x-\frac{x^2}{2},\quad g(1)=\frac12 .
\label{g}
\end{equation}
For the next order, put $I=I_0-M^2ag+M^4ap\,h$. To the order needed, $e^{-I}=p\,(1+M^2ag)$, so that
\begin{equation}
M^2a+M^4ap\,h''=M^2\left(1-p-M^2apg\right)=M^2a-M^4apg .
\end{equation}
Therefore $h''=-g$ with $h(0)=h'(1)=0$. Integrating twice, $h'(x)=\int_x^1g\,ds$ and
\begin{equation}
h(1)=\int_0^1\!\!\int_x^1g(s)\,ds\,dx=\int_0^1s\,g(s)\,ds=\frac13-\frac18=\frac5{24},
\end{equation}
where exchanging the order of integration supplied the factor $s$. The exposure deficit of the bottom is
\begin{equation}
\delta I=I_0-I(1)=\frac{M^2a}{2}-\frac{5M^4ap}{24}.
\end{equation}
The coverage difference equals the difference of free fractions, bottom minus mouth:
\begin{equation}
\Delta=p\left(e^{\delta I}-1\right)=p\left(\delta I+\tfrac12\delta I^2+\dots\right)
=M^2\frac{ap}{2}+M^4\left(\frac{a^2p}{8}-\frac{5ap^2}{24}\right)+\dots
\label{twoterms}
\end{equation}
The first term is $\tfrac12M^2\theta_0(1-\theta_0)$, with $\theta_0=a$ the mouth coverage. Its largest value is $M^2/8$, at $\theta_0=1/2$.

To locate the maximum more closely, set $p=\tfrac12+M^2q$. The first term becomes $M^2/8-M^6q^2/2$, so the shift $q$ does not affect the height at order $M^4$. The bracket at $p=1/2$ is $1/64-5/192=-1/96$, which gives $\Delta_{\max}=M^2/8-M^4/96$, as in \eqref{result}. The derivative of the bracket with respect to $p$ is
\begin{equation}
\frac{(1-p)^2-2p(1-p)}8-\frac{5(2p-3p^2)}{24}\;\longrightarrow\;-\frac1{32}-\frac5{96}=-\frac1{12}
\quad\text{at }p=\tfrac12 .
\end{equation}
The derivative of the first term is $M^2(\tfrac12-p)=-M^4q$. Setting the sum to zero gives $q=-1/12$, so $\theta_0=1/2+M^2/12$. Subtracting $M^2/8$ gives the bottom coverage, $1/2-M^2/24$. The mean of $g$ over depth is $1/2-1/6=1/3$, so the mean coverage is $\theta_0-M^2ap/3=1/2+M^2/12-M^2/12=1/2$, up to order $M^4$. At this order it is the average filling of the hole that is one half at the maximum.

\section{Second derivation: follow the rates}

The leading-order result also follows without integrating the gas balance over time. For small $M$ the coverage is nearly uniform, so at a given instant $\varphi$ and $u$ on the right of $u''=M^2\varphi u$ may be replaced by their mouth values $\varphi_0$ and $u_0$. With $g$ from \eqref{g},
\begin{equation}
u=u_0\left(1-M^2\varphi_0\,g\right).
\label{density}
\end{equation}
The relative density drop to the bottom is $M^2\varphi_0/2$. It is largest for a bare wall and vanishes as the wall fills.

Let $\delta(x,\tau)=\theta_0-\theta(x,\tau)$ be the lag behind the mouth. The free fraction at depth $x$ is $\varphi_0+\delta$. Subtracting the two filling rates and keeping terms of order $M^2$,
\begin{align}
\frac{\partial\delta}{\partial\tau}
&=\varphi_0u_0-(\varphi_0+\delta)u_0\left(1-M^2\varphi_0g\right)\nonumber\\
&=u_0\left(M^2\varphi_0^2\,g-\delta\right).
\label{lag}
\end{align}
The dropped product $\delta M^2\varphi_0g$ is of order $M^4$. The first term widens the lag, because less gas reaches the interior. The second closes it, because the interior has more free sites. The widening dominates early in the dose and the closing late.

Now use $\theta_0$ as the clock. Since $d\theta_0/d\tau=\varphi_0u_0$, dividing \eqref{lag} by this rate removes $u_0$:
\begin{equation}
\frac{\partial\delta}{\partial\theta_0}=M^2\varphi_0\,g-\frac{\delta}{\varphi_0}.
\end{equation}
Put $\delta=\varphi_0w$. Because $d\varphi_0/d\theta_0=-1$, the left side is $\varphi_0\,\partial w/\partial\theta_0-w$. The $-w$ cancels against $-\delta/\varphi_0$, leaving $\partial w/\partial\theta_0=M^2g$. The lag is zero at the start, so $w=M^2g\theta_0$ and
\begin{equation}
\theta_0-\theta(x)=M^2\theta_0(1-\theta_0)\left(x-\frac{x^2}{2}\right).
\label{profile}
\end{equation}
At $x=1$ this is $\Delta=\tfrac12M^2\theta_0(1-\theta_0)$, with maximum $M^2/8$ at half coverage. The factor $1/8$ is $1/2$ from diffusion into a closed hole times $1/4$ from the largest product of filled and free fractions.

\section{What each derivation assumes}

Both use one-dimensional diffusion, an initially bare wall, negligible stored gas and an inert end. Both allow a varying mouth pressure. The rate argument also needs small $M$ from its first line, and in return shows the competition that creates the maximum. The exposure argument needs no small parameter for the ceiling. Both rely on every lost gas molecule filling a site. If precursor is also consumed without filling sites, for instance by continuing decomposition, the time-integrated loss is no longer proportional to $\theta$, and \eqref{exposure} fails; \eqref{density} then lacks the extra loss. Desorption breaks $\varphi=e^{-I}$ as well.

The Langmuir form enters through the factor $1-\theta$. Suppose the reaction probability is $\beta f(\theta)$ instead, with $f(0)=1$ and $f$ positive and smooth below full coverage. The lag equation becomes
\begin{equation}
\frac{\partial\delta}{\partial\theta_0}=M^2f\,g+\frac{f'(\theta_0)}{f}\,\delta ,
\end{equation}
because $f(\theta_0-\delta)=f-f'\delta$ to first order. Setting $\delta=fw$ again leaves $\partial w/\partial\theta_0=M^2g$, so to leading order $\Delta=\tfrac12M^2\theta_0f(\theta_0)$. For $f=(1-\theta)^2$ the maximum of $\theta f$ is at $\theta=1/3$, where it equals $4/27$. The peak is then $2M^2/27$, at one-third coverage. The height of the peak and the coverage at which it occurs thus depend on how the reaction probability falls with coverage; $M^2/8$ and one half are the Langmuir values.

\section{Other limits}

\subsection{Start of the dose}

At small exposure $1-e^{-I}\approx I\approx\theta$, and \eqref{exposure} becomes $I''=M^2I$. With zero slope at the bottom, $I=I_0\cosh(My)/\cosh M$, so
\begin{equation}
\frac{\theta_{\rm bottom}}{\theta_0}=\frac1{\cosh M}\approx1-\frac{M^2}{2}.
\label{early}
\end{equation}
The relative difference behaves unlike the absolute one. From \eqref{profile}, $\Delta/\theta_0=\tfrac12M^2(1-\theta_0)$ to leading order, which is largest at the start and falls throughout the dose.

\subsection{Reactive floor}

If the floor of a cylinder reacts like the wall, the gas flux into it is $\beta v\varphi n/4$. Then $u'(1)=-(\beta vL/4D)\varphi u$, and since $M^2=L^2\beta v/(dD)$, the coefficient is $M^2d/(4L)$. Integrated over the dose, $I_y=M^2\theta\,d/(4L)$ at $y=0$. Hence $\theta_y=\varphi I_y\le M^2d/(16L)$ there. Adding this initial slope to the earlier integration gives
\begin{equation}
\Delta<\frac{M^2}{8}\left(1+\frac{d}{2L}\right).
\label{floor}
\end{equation}

\subsection{Stored gas}

Keeping $\partial n/\partial t$ adds $\gamma M^2\,\partial u/\partial\tau$ to the right of the gas balance, where $\gamma=n_0V/(s_0S)$ is the ratio of stored molecules to wall sites. For a hole empty at the start, integration gives $I''=M^2(\theta+\gamma u)$. For constant $u_0=1$ and small $M$, $u\approx1$ after a brief filling time, so $\Delta=\tfrac12M^2(1-\theta_0)(\theta_0+\gamma)$. The two factors sum to $1+\gamma$, so their product is at most $(1+\gamma)^2/4$. For $\gamma<1$ this is reached at $\theta_0=(1-\gamma)/2$, and the peak is $M^2(1+\gamma)^2/8$. A time-dependent simulation at $M^2=0.05$ and $\gamma=0.02$ gives a peak $1.0399$ times that without storage; the formula gives $1.0404$.

\section{Example: a tantalum precursor in a deep hole}

Consider pentakis(dimethylamido)tantalum, dosed for a tantalum nitride liner. The hole is $50$ nm wide and $500$ nm deep, at $523$ K, with $0.010$ Torr of precursor in $1.0$ Torr of total gas. Rough assumed values are $\beta=0.001$, $s_0=2.5$ nm$^{-2}$ and $0.05$ nm of growth per saturated cycle. The molar mass of $401.3$ g/mol gives $v=166.1$ m/s and $D=dv/3=0.0277$ cm$^2$/s. From \eqref{cylinder} and \eqref{result},
\begin{equation}
M^2=3\times0.001\times10^2=0.30,\qquad
\frac{M^2}{8}=0.0375,\qquad
0.0375\left(1-\frac{0.30}{12}\right)=0.0366 .
\end{equation}
Numerical solution of \eqref{exposure} gives $0.03658$. Direct time integration of \eqref{balances} gives the same value, both for constant mouth pressure and for a linear ramp. At the peak the coverages are $0.524$ at the mouth and $0.488$ at the bottom, against $0.525$ and $0.4875$ from the expansion.

The unit of time is $t_0=4s_0/(\beta vn_0)=0.326$ s. At constant mouth pressure the peak comes at $-t_0\ln(1-0.524)=0.24$ s. The thickness difference is then $0.05\times0.0366=0.0018$ nm per cycle. The coverage difference at the peak is $7\%$ of the mouth coverage, whereas at the start of the dose the bottom-to-mouth ratio is $0.867$, a relative difference of $13\%$.

A dose of $1.5$ s brings the mouth to $0.990$ coverage and leaves a difference of $0.00161$. The leading term gives $0.15\times0.990\times0.010=0.0015$, now too low rather than too high. The ratio of the second term in \eqref{twoterms} to the first is $M^2(a/4-5p/12)$. It is negative at half coverage but equals about $+0.07$ here, which accounts for most of the discrepancy.

The ceiling loosens as $M$ grows. At $M^2=1$ the computed peak is $0.115$ against $0.125$; at $M^2=6$ it is $0.49$ against $0.75$. Beyond $M^2=8$ the ceiling exceeds one and says nothing.

\subsection{Effects outside the model}

The long-tube diffusion model is itself approximate in a hole only ten diameters deep. A free-molecular calculation with diffuse re-emission, which contains no diffusivity, gives $0.0396$ for an inert floor, $8\%$ above the diffusion peak. Here the difference is taken between the first and last wall rings, each a tenth of a diameter wide. Dividing the wall more finely, with the difference taken over the same end sections, raises the free-molecular peaks by about $0.3\%$ and brings this excess to nearly $9\%$; taken at the end points themselves, as $\Delta$ is defined, the peak is $0.0402$ and the excess about $10\%$. At $L/d=40$ and the same $M^2$ the excess is $3\%$. Both values lie above $M^2/8$: the ceiling is a property of the diffusion model, not of molecular transport in a finite hole. A reactive floor raises the diffusion peak to $0.0384$, within \eqref{floor}, and the free-molecular peak to $0.0416$.

At the start the hole consumes about $3.5\%$ of the molecules that enter; the value $0.041$ in the numerical output is $\beta(4L/d+1)$, an upper estimate of this fraction, not a density drop. Only the gas leaving the hole is depleted, so the density and the wall flux at the entrance fall by less than $2\%$. In the diffusion model this loss delays the dose without changing the peak. For an assumed collision diameter of $0.7$ nm, and with all molecules treated as alike, the mean free path is $25$ $\mu$m, about $500$ hole diameters. A heavy precursor in a light carrier gas has a shorter path, but still about $150$ diameters for helium and $300$ or more for nitrogen or argon, taking carrier collision diameters near $0.26$ nm and $0.36$ nm, so gas collisions matter little inside. The same molecular size narrows the accessible width and raises $M^2$ by $3\%$. Stored gas has $\gamma\approx9\times10^{-7}$. After $40$ saturated cycles a $2$ nm film narrows the hole and raises $M^2$ from $0.30$ to $0.35$, a larger change than the transport excess.

\subsection{Relation to the real process}

The inputs are illustrative, and the result depends strongly on the assumed $\beta$. With all else fixed, a threefold larger value raises the computed peak from $0.037$ to $0.105$, far more than the transport corrections do. Real surfaces can also offer several kinds of site, hold by-products that block sites, or decompose the precursor; these break the single-site irreversible law, and their effect is not estimated here. Within the model, $M^2/8$ bounds the coverage difference left by stopping a dose at any moment. A dose carried close to saturation leaves a much smaller difference. Further values are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Hole diameter: 50 nm
Hole depth: 500 nm
Aspect ratio L/d: 10.0
Reaction probability beta: 0.0010
Temperature: 523 K
Precursor pressure: 0.010 Torr
Total pressure with carrier: 1.0 Torr
Site density: 2.5 nm^-2
Precursor molar mass: 401.3 g/mol
Mean speed: 166.1 m/s
Knudsen diffusivity: 0.0277 cm2/s
M^2: 0.3000
M: 0.5477
Ceiling M^2/8: 0.03750
Two-term peak: 0.03656
Peak, exposure equation: 0.03658
Peak, direct simulation: 0.03658
Peak, ramped mouth pressure: 0.03658
Mouth coverage at peak: 0.5242
Bottom coverage at peak: 0.4876
Mean coverage at peak: 0.4999
Time unit: 0.3261 s
Time of peak: 0.2422 s
Early bottom/mouth coverage ratio: 0.8667
Saturated growth per cycle: 0.050 nm
Peak thickness difference per cycle: 0.00183 nm
Long dose: 1.5 s
Mouth coverage after long dose: 0.9900
Difference after long dose: 0.001606
Leading-order value of it: 0.001492
Fitted relative correction / M^2: -0.08306
M^2 = 0.1: peak 0.01240, ceiling 0.01250
M^2 = 0.3: peak 0.03658, ceiling 0.03750
M^2 = 1.0: peak 0.11524, ceiling 0.12500
M^2 = 3.0: peak 0.29743, ceiling 0.37500
M^2 = 6.0: peak 0.48750, ceiling 0.75000
Peak with reactive floor, diffusion: 0.03836
Free-molecular peak, inert floor: 0.03964
Free-molecular peak, reactive floor: 0.04157
Free-molecular, L/d = 40, same M^2: 0.03771
Entrance density loss at start, rough: 0.0410
Assumed collision diameter: 0.7 nm
Mean free path: 24.9 um
Mean free path / diameter: 498
Stored gas / wall sites, gamma: 9.23e-07
Test peak ratio at gamma = 0.02: 1.0399
Film after 40 saturated cycles: 2.0 nm
M^2 in the narrowed hole: 0.3516
M^2 factor from molecular size: 1.0286
Peak if beta is three times larger: 0.10455
Ceiling if beta is three times larger: 0.11250
\end{verbatim}
